# Which moment is Q in the Makov–Payne formula, and which sign?

**Question**

I am trying to understand the finite-size error of a charged ion in a periodic cell. My test case is F⁻. I take the restricted Hartree–Fock density of the free ion, repeat it in a simple cubic lattice of edge \(L\) with a uniform compensating background, and compare the electrostatic energy per cell with that of the isolated density. The Makov–Payne formula I have reads

\[
E_{\rm per}=E_{\rm iso}-\frac{\alpha q^2}{2L}-\frac{2\pi qQ}{3L^3}+O(L^{-5}),
\]

with \(Q\) described as "the quadrupole moment". F⁻ is spherical, so its quadrupole moment is zero and the third term should vanish. It does not. After removing the \(\alpha\) term I am left with \(+0.0042\) hartree at \(L=20\) bohr and \(+0.0005\) hartree at \(L=40\) bohr, which looks like a clean \(L^{-3}\) law.

I then tried \(Q=\int\rho\,r^2\,d^3r\) with \(\rho\) the charge density. The magnitude is right, but the sign is wrong. What is \(Q\), and is the minus sign an error?

**Answer**

\(Q\) is the scalar second radial moment, as in your second attempt. The minus sign is correct if \(Q\) is counted in electron number while \(q\) remains the true charge. If both are computed from the charge density, the sign is plus. The derivation shows both points, and also where the traceless quadrupole does enter.

**Setting up the energy difference**

I use Hartree atomic units. Let \(\rho(\mathbf r)\) be the charge density of one ion or molecule in vacuum, with nuclei as positive points and electrons negative. Define

\[
q=\int\rho\,d^3r,\qquad \mathbf p=\int\rho\,\mathbf r\,d^3r,\qquad Q=\int\rho\,r^2\,d^3r .
\]

The cell has volume \(\Omega=L^3\), and the background has charge density \(-q/\Omega\). Let \(\psi(\mathbf r)\) be the potential of a lattice of unit point charges with its own neutralizing background, chosen to have zero mean over the cell:

\[
\nabla^2\psi=-4\pi\sum_{\mathbf R}\delta(\mathbf r-\mathbf R)+\frac{4\pi}{\Omega}.
\]

The potential of the repeated density is \(\phi(\mathbf r)=\int\psi(\mathbf r-\mathbf r')\rho(\mathbf r')\,d^3r'\). It too has zero mean, so the constant background contributes nothing to \(\tfrac12\int(\rho-q/\Omega)\phi\), and the energy per cell is \(\tfrac12\int\rho\phi\). The isolated density has the same expression with \(1/r\) in place of \(\psi\). Therefore

\[
E_{\rm per}-E_{\rm iso}=\frac12\iint\rho(\mathbf r)\rho(\mathbf r')\,g(\mathbf r-\mathbf r')\,d^3r\,d^3r',
\qquad g(\mathbf r)=\psi(\mathbf r)-\frac1r .
\]

The infinite self-energies of the point nuclei cancel in this difference, because \(g\) is finite at the origin.

**The function g near the origin**

Subtracting \(1/r\) removes the delta function at \(\mathbf R=0\). The nearest remaining one is at distance \(L\), so for \(r<L\)

\[
\nabla^2 g=\frac{4\pi}{\Omega}.
\]

Since \(\nabla^2r^2=6\), one solution is \(2\pi r^2/(3\Omega)\). What remains obeys Laplace's equation and is regular at the origin, so it is a sum of solid harmonics of degree \(l\). Symmetry restricts them:

- \(l=0\) is a constant, written \(-\alpha/L\), with \(\alpha=2.837297\) for the simple cubic lattice.
- Odd \(l\) are excluded by inversion symmetry.
- \(l=2\) is excluded because the one quadratic form with cubic symmetry is \(x^2+y^2+z^2\), which does not satisfy Laplace's equation.
- \(l=4\) is allowed. Since \(g\) has the dimension of inverse length, this term scales as \(r^4/L^5\).

Hence

\[
g(\mathbf r)=-\frac{\alpha}{L}+\frac{2\pi r^2}{3L^3}+O\!\left(\frac{r^4}{L^5}\right).
\]

The \(r^2\) term is the curvature produced by the uniform background. This is why a spherical ion can have an \(L^{-3}\) term at all. Outside a spherical charge distribution the field depends on \(q\) alone, so distant point charges cannot sense its radial extent. The background, however, also fills the region inside the ion, where its potential varies as \(r^2\).

**Inserting the expansion**

The constant gives \(\tfrac12(-\alpha/L)q^2\). For the next term, expand the square:

\[
\iint\rho\rho'\,|\mathbf r-\mathbf r'|^2
=\iint\rho\rho'\,(r^2+r'^2-2\,\mathbf r\cdot\mathbf r')
=Qq+qQ-2p^2 .
\]

Multiplying by \(\tfrac12\cdot 2\pi/(3L^3)\) gives

\[
\boxed{E_{\rm per}-E_{\rm iso}=-\frac{\alpha q^2}{2L}+\frac{2\pi\,(qQ-p^2)}{3L^3}+O(L^{-5})}
\]

for a fixed density and with every moment taken from the charge density.

**The sign**

Now count electrons as positive and nuclei as negative when computing the second moment, and call the result \(Q_n\). Every contribution changes sign, so \(Q_n=-Q\). With \(\mathbf p=0\), the same energy can be written in several ways, for example:

- \(q\) and \(Q\) both from the charge density: \(+2\pi qQ/(3L^3)\).
- \(q\) the true charge, moment in electron number: \(-2\pi qQ_n/(3L^3)\).
- Both in electron number, so that \(q_n=-q\): \(+2\pi q_nQ_n/(3L^3)\).

Your formula is right only when exactly one of the two factors is counted in electron number, as in the second line. With the \(Q\) of the first line, which is what you inserted, its minus sign is wrong. The sign of \(Q\) is a matter of convention; the energy is not.

For a spherical ion centred on its nucleus, the nucleus sits at \(r=0\) and contributes nothing to the moment. With electron number density \(n\),

\[
Q=-\int n\,r^2\,d^3r<0,\qquad Q_n=\int n\,r^2\,d^3r>0,
\]

for cations and anions alike. The energy term \(2\pi qQ/(3L^3)\) is thus negative for a cation and positive for an anion.

**How this differs from the traceless quadrupole**

Let \(M_{ij}=\int\rho\,x_ix_j\,d^3r\). Its trace is \(Q\). The traceless quadrupole is

\[
\Theta_{ij}=\int\rho\,(3x_ix_j-r^2\delta_{ij})\,d^3r=3M_{ij}-Q\,\delta_{ij},
\qquad\text{so}\qquad
M_{ij}=\tfrac13\left(\Theta_{ij}+Q\,\delta_{ij}\right).
\]

So \(Q\) is precisely the part subtracted to make \(\Theta\) traceless. For a spherical density \(\Theta=0\), while \(Q\) is in general not zero.

In a cubic cell \(\Theta\) is absent at order \(L^{-3}\), because \(g\) has no \(l=2\) part. In a tetragonal cell it has one. Write the quadratic part of \(g\) as \(c_x(x^2+y^2)+c_zz^2\) and take \(\mathbf p=0\). Then \(\iint\rho\rho'(x_i-x_i')^2=2qM_{ii}\) (no sum over \(i\)), and the quadratic part of the energy is

\[
q\left[c_x(M_{xx}+M_{yy})+c_zM_{zz}\right]
=q\left[\frac{2c_x+c_z}{3}\,Q+\frac{c_z-c_x}{3}\,\Theta_{zz}\right].
\]

Here I used \(M_{zz}=(Q+\Theta_{zz})/3\) and \(M_{xx}+M_{yy}=(2Q-\Theta_{zz})/3\). Poisson's equation requires \(4c_x+2c_z=4\pi/\Omega\), so the coefficient of \(Q\) is still \(2\pi/(3\Omega)\). The second term is new, and it also scales as \(L^{-3}\) when the cell grows at fixed shape.

A model makes the distinction visible. Take a rod and an octahedron of Gaussian charges, both with \(q=1\) and \(Q=4\) e bohr², but with \(\Theta_{zz}=2\) and \(0\) e bohr². In cubic cells with \(L=16\) and \(32\) bohr, the shift of the rod minus that of the octahedron is \(8.93\times10^{-6}\) and \(2.78\times10^{-7}\) hartree, a decay with power 5.00. In cells of shape \(L\times L\times1.5L\), the differences are \(-4.13\times10^{-4}\) and \(-5.21\times10^{-5}\) hartree, with power 2.99.

**The origin of coordinates**

For a charged system \(Q\) depends on the origin. Displace the density by \(\mathbf a\):

\[
\mathbf p\to\mathbf p+q\mathbf a,\qquad Q\to Q+2\,\mathbf a\cdot\mathbf p+qa^2 .
\]

The combination in the boxed formula becomes

\[
qQ+2q\,\mathbf a\cdot\mathbf p+q^2a^2-\left(p^2+2q\,\mathbf a\cdot\mathbf p+q^2a^2\right)=qQ-p^2,
\]

so the energy is unchanged, as it must be. The short form with \(qQ\) alone therefore requires the origin at which \(\mathbf p=0\). For your ion this is the nucleus. For a neutral system \(Q\) drops out, and the \(L^{-3}\) term is \(-2\pi p^2/(3L^3)\).

**Your F⁻ numbers, with Li⁺ for comparison**

Li⁺ and F⁻ have opposite charge and the same sign of \(Q\). At the restricted Hartree–Fock level, which leaves out correlation and relativity, the free ions have \(Q=-0.891\) e bohr² for Li⁺ and \(Q=-15.98\) e bohr² for F⁻.

At \(L=20\) bohr the monopole term is the same for both:

\[
-\frac{\alpha q^2}{2L}=-\frac{2.837297}{40}=-0.07093\ \text{hartree}.
\]

The \(Q\) terms are

\[
\text{F}^-:\quad\frac{2\pi(-1)(-15.98)}{3\times 8000}=+0.00418\ \text{hartree},
\]
\[
\text{Li}^+:\quad\frac{2\pi(+1)(-0.891)}{3\times 8000}=-0.00023\ \text{hartree}.
\]

The shift can also be computed without using \(Q\), from the form factor of the density, as a lattice sum minus the corresponding free-space integral. This gives \(-0.06675\) hartree for F⁻ and \(-0.07117\) hartree for Li⁺. Removing the monopole term leaves \(+0.00418\) and \(-0.00023\) hartree, in agreement with the \(Q\) terms. At \(L=40\) bohr the F⁻ remainder is \(0.00052\) hartree, smaller by the factor \(2^3=8\). These are the remainders you found.

To correct a periodic energy, subtract the shift:

\[
E_{\rm iso}\simeq E_{\rm per}+\frac{\alpha q^2}{2L}-\frac{2\pi qQ}{3L^3}.
\]

Note that the last term carries a minus sign here even with charge counting, because the equation has been solved for \(E_{\rm iso}\). This is a second place where a sign can be lost.

For F⁻ at \(L=20\) bohr, the monopole correction alone leaves an error of \(+0.114\) eV relative to the isolated density. Adding the \(Q\) correction with the wrong sign doubles it to \(+0.228\) eV. With the correct sign, the remaining error at fixed density is below \(10^{-7}\) hartree. For Li⁺ the first two errors are \(-0.006\) and \(-0.013\) eV.

The agreement is this close because the ions are spherical. The average of a harmonic function over a sphere equals its value at the centre. Applying this to both densities in the double integral reduces the \(l=4\) term, and each higher harmonic in \(g\), to \(q^2\) times its value at the origin, which is zero. As long as neighbouring ions do not overlap, no further power of \(1/L\) appears at fixed density.

**What changes if the density relaxes**

In a self-consistent calculation the electrons respond to the cell. For a spherical ion the shift depends on \(n\) through

\[
\frac{2\pi qQ}{3L^3}=\lambda\int n\,r^2\,d^3r,\qquad \lambda=-\frac{2\pi q}{3L^3},
\]

so to leading order the electrons feel an additional potential \(\lambda r^2\) near the ion. The \(l=4\) part of \(g\) adds an anisotropic potential of order \(r^4/L^5\), which has no first-order effect on a spherical density and enters the relaxation only at order \(L^{-10}\). For an anion \(\lambda>0\), and the potential compresses the ion. The first-order energy, evaluated with the free-ion density, is the \(Q\) term itself. The response enters at second order, proportional to \(\lambda^2\), hence to \(L^{-6}\).

For F⁻, self-consistent calculations with this potential give relaxation energies of \(-8.4\times10^{-6}\) hartree at \(L=20\) bohr and \(-1.3\times10^{-7}\) hartree at \(L=40\) bohr, a decay with power 5.97; both values shift by a few percent with a more diffuse basis. At \(L=20\) bohr this is about 0.2% of the \(Q\) term, so using the free-ion moment is well justified here.

**Where the formula stops applying**

The derivation assumes a localized density in vacuum, no overlap between cells, a cubic cell and a strictly periodic potential, with no macroscopic field across the cell. The zero mean of \(\psi\) is a convenience: since \(\rho-q/\Omega\) is neutral, a constant added to \(\phi\) leaves \(\tfrac12\int(\rho-q/\Omega)\phi\) unchanged. The derivation covers classical electrostatics; the finite-size error of a periodic exchange energy is a separate matter. A charged defect in a solid also polarizes its host, so the vacuum formula cannot be carried over unchanged.

The numerical check covers the curvature of \(g\), the dipole term, the independence of origin, the role of cell shape, and both ions.

## Calculated quantities

```
alpha, simple cubic: 2.837297
r^2 coefficient, cubic L=1: [100] 2.0947, [111] 2.0942, 2pi/3 = 2.0944
r^2 coefficient, tetragonal 1x1x1.5: x 2.2521, z -0.3147, mean 1.3965, 2pi/(3V) = 1.3963
Gaussian cluster, width 1.0 bohr, q = 1.00 e, L = 32 bohr
 original: Q 4.2260, p^2 3.7746, qQ-p^2 0.4514 au
  shift direct -0.04430407, formula -0.04430392 hartree
 moved: Q 12.8660, p^2 12.4146, qQ-p^2 0.4514 au
  shift direct -0.04430407, formula -0.04430392 hartree
rod / octahedron (q=1 e, arm 1 bohr): Q 4.000 / 4.000 e bohr^2
 Theta_zz 2.000 / 0.000 e bohr^2
 shift difference, cubic L=16, 32 bohr: 8.927e-06, 2.782e-07 hartree
 same, tetragonal L x L x 1.5L: -4.127e-04, -5.206e-05 hartree
 decay power: cubic 5.004, tetragonal 2.987
Li ion, q = +1 e: RHF energy -7.23641 hartree, virial ratio 2.000001
 Q (charge) -0.8906, Q_n (electron number) 0.8906 e bohr^2; larger basis Q_n 0.8906
 |Theta_zz| below 1e-4 e bohr^2: True
 L=20 bohr: shift -0.0711656, monopole -0.0709324, rest -0.0002332 hartree
  Q term -0.0002332 hartree; Q recovered from rest -0.8906 e bohr^2
  error left: monopole only -0.00634 eV, wrong sign -0.01269 eV
  error left, correct sign: below 1e-7 hartree: True
 L=30 bohr: shift -0.0473574, monopole -0.0472883, rest -0.0000691 hartree
  Q term -0.0000691 hartree; Q recovered from rest -0.8906 e bohr^2
 L=40 bohr: shift -0.0354954, monopole -0.0354662, rest -0.0000291 hartree
  Q term -0.0000291 hartree; Q recovered from rest -0.8906 e bohr^2
F ion, q = -1 e: RHF energy -99.45900 hartree, virial ratio 2.000015
 Q (charge) -15.9796, Q_n (electron number) 15.9796 e bohr^2; larger basis Q_n 15.9818
 |Theta_zz| below 1e-4 e bohr^2: True
 L=20 bohr: shift -0.0667490, monopole -0.0709324, rest 0.0041834 hartree
  Q term 0.0041834 hartree; Q recovered from rest -15.9796 e bohr^2
  error left: monopole only 0.11384 eV, wrong sign 0.22767 eV
  error left, correct sign: below 1e-7 hartree: True
 L=30 bohr: shift -0.0460488, monopole -0.0472883, rest 0.0012395 hartree
  Q term 0.0012395 hartree; Q recovered from rest -15.9796 e bohr^2
 L=40 bohr: shift -0.0349433, monopole -0.0354662, rest 0.0005229 hartree
  Q term 0.0005229 hartree; Q recovered from rest -15.9796 e bohr^2
 relaxation energy, L=20, 40 bohr: -8.412e-06, -1.338e-07 hartree; decay power 5.974
```
